# Gutzwiller double occupancy of the half-filled chain and the missing Brinkman-Rice transition

## Problem

The Hubbard chain with $L=2N$ sites and $N$ electrons of each spin has the Hamiltonian

$$H=T+UD,\qquad T=-t\sum_{j,\sigma}\left(c^\dagger_{j+1,\sigma}c_{j\sigma}+\text{h.c.}\right),$$

where $t,U>0$ and $D$ counts the doubly occupied sites. The boundary is periodic for odd $N$ and antiperiodic for even $N$, so that the Fermi sea $|F\rangle$ is a closed shell. The Gutzwiller state is $g^D|F\rangle$ with $0<g\le1$. Write $x=g^2$ and $d=\langle D\rangle/L$.

(a) Show that for $L\to\infty$

$$d=\frac{x\,(x-1-\ln x)}{2(1-x)^2}. \tag{1}$$

(b) Check this by sampling a finite chain, without letting the finite size spoil the comparison.

(c) A Brinkman-Rice transition would mean that above some finite $U$ the best state has $g=0$, hence $d=0$ and zero energy. Show that this does not happen in the infinite chain.

The question in (c) concerns this family of trial states. It does not decide whether the true ground state conducts.

## Hints

1. Replace the positions of the down electrons by the sites they leave free. The squared Slater determinant keeps its value.
2. Cauchy's determinant turns the sum over configurations into a Pfaffian, which translation symmetry simplifies.
3. For (c), formula (1) is not enough, because the hopping energy is also needed. Compare $\langle F|g^DTg^D|F\rangle$ with $\langle F|g^{2D}T|F\rangle$, and use that $|F\rangle$ is an eigenstate of $T$.

## Solution

### (a) The norm of a finite chain

**Weights.** Give site $j$ the number $z_j=e^{2\pi ij/L}$, and let a site's letter also denote its number. The occupied momenta are $N$ neighbours with spacing $2\pi/L$. Apart from phases, the Slater determinant is therefore a Vandermonde determinant, $\Delta(X)=\prod_{i<j}(x_j-x_i)$. With up electrons on $X$ and down electrons on $Y$,

$$Z(x)=\langle F|x^D|F\rangle=L^{-2N}\sum_{X,Y}|\Delta(X)|^2|\Delta(Y)|^2x^D,\qquad d=\frac{x}{L}\frac{d\ln Z}{dx}.$$

Let $B$ be the complement of $Y$. The derivative of $z^L-1$ at a root has modulus $L$, so the distances from one site to all others multiply to $L$. Multiplying this over the sites of $Y$ gives $|\Delta(Y)|^2C=L^N$, where $C$ is the product of all distances between $Y$ and $B$. The same holds for $B$, so $|\Delta(Y)|=|\Delta(B)|$. Moreover, $D$ is the number of sites in $X$ but not in $B$.

On the unit circle $|z-w|^2=-(z-w)^2/(zw)$. The minus signs from $X$ and $B$ cancel, and

$$|\Delta(X)|^2|\Delta(B)|^2=\Delta(X)^2\Delta(B)^2\prod_{z\in X}z^{1-N}\prod_{z\in B}z^{1-N}.$$

**Sum over splits.** Let $A=X\cap B$, $P=X\setminus B$, $Q=B\setminus X$ and $R=P\cup Q$. Then $P$ and $Q$ each have $n=D$ sites, and

$$\Delta(X)^2\Delta(B)^2=\Delta(A)^4\prod_{a\in A,\,r\in R}(r-a)^2\;\Delta(P)^2\Delta(Q)^2 .$$

Cauchy's determinant is

$$\det\left[\frac1{q_j-p_i}\right]=(-1)^{n(n-1)/2}\frac{\Delta(P)\Delta(Q)}{\prod_{i,j}(q_j-p_i)}.$$

To see this, multiply the left side by all $q_j-p_i$. The result is a polynomial of degree $n(n-1)$, antisymmetric in the $p$'s and in the $q$'s, hence a constant times $\Delta(P)\Delta(Q)$. The limit $q_i\to p_i$ fixes the constant. In the order $p_1,q_1,p_2,q_2,\dots$ one also has $\Delta(R)=(-1)^{n(n-1)/2}\Delta(P)\Delta(Q)\prod_{i,j}(q_j-p_i)$. Multiplying the two relations gives

$$\Delta(P)^2\Delta(Q)^2=\Delta(R)\det\left[\frac1{q_j-p_i}\right].$$

Each term of the determinant pairs every $p$ with one $q$. Exchanging the members of a pair changes the sign of $1/(q-p)$ and the sign of the ordering, so the product is unchanged. Each pairing of $R$ thus occurs in $2^n$ splits with equal value:

$$\sum_{P,Q}\Delta(P)^2\Delta(Q)^2=2^n\Delta(R)\,\mathrm{Pf}\left[\frac1{r_j-r_i}\right].$$

**One two-form.** Let $v(z)=(1,z,\dots,z^{L-1})$ and $v'=dv/dz$. The determinant with columns $v(a),v'(a)$ for each $a\in A$ and $v(r)$ for each $r\in R$ equals $\Delta(A)^4\prod(r-a)^2\Delta(R)$. It is the Vandermonde determinant with points $a$ and $a+\epsilon$, divided by $\epsilon$ for each $a$, as $\epsilon\to0$. Now define

$$\omega=\sum_a a^{2-L}\,v(a)\wedge v'(a)+2x\sum_{\{r,r'\}}(rr')^{1-N}\,\frac{v(r)\wedge v(r')}{r'-r},$$

where the wedge product is antisymmetric and the second sum runs over unordered pairs of different sites. In $\omega^N/N!$ one chooses $N$ different terms. Choices that use a site twice contain a repeated vector and vanish. What remains is the sum over $A$, $R$ and all pairings, so

$$\frac{\omega^N}{N!}=L^{2N}Z(x)\;e_0\wedge e_1\wedge\dots\wedge e_{L-1}.$$

**Matrix elements.** Write $\omega=\sum_{k<l}M_{kl}\,e_k\wedge e_l$. Setting $r'=ru$ in the second sum makes both parts proportional to $\sum_z z^{k+l+1-L}$. This is zero unless $k+l=L-1$, the one case allowed by $0\le k<l\le L-1$, and then it equals $L$. Let $c=l-k$, which is odd. The first part is $Lc$. The second, with each unordered pair written as half the sum over ordered pairs, is

$$xL\sum_{u\ne1}u^{1-N}\frac{u^l-u^k}{u-1}=xL\sum_{u\neq1}\sum_{m=0}^{c-1}u^{k+1-N+m}.$$

The exponents run from $-(N-1-k)$ to $N-1-k$. They include zero once, and no other multiple of $L$. The sum over all $u$ is therefore $L$, and removing $u=1$ subtracts $c$. Hence $M=L[c+x(L-c)]$. The nested pairs $(0,L-1),(1,L-2),\dots$ are brought into standard order without a sign, because a pair passes any vector freely. Dividing by $L^{2N}$,

$$Z(x)=\prod_{c=1,3,\dots,L-1}\left[\frac cL+\left(1-\frac cL\right)x\right]. \tag{2}$$

For $L=2$ this is $(1+x)/2$, as it must be for four equally likely configurations, two of them with $D=1$. For $L=6$ the probability of $D=0$ in the Fermi sea is $1\cdot3\cdot5/6^3=0.0694$, which agrees with direct enumeration.

**Infinite chain.** From (2),

$$d_L=\frac1L\sum_{c}\frac{(1-c/L)\,x}{c/L+(1-c/L)\,x}. \tag{3}$$

The values $c/L$ have spacing $2/L$. With $s=1-c/L$ and $b=1-x$,

$$d=\frac x2\int_0^1\frac{s\,ds}{1-bs}=\frac x2\int_0^1\left[-\frac1b+\frac1{b(1-bs)}\right]ds=\frac x2\left[-\frac1b-\frac{\ln(1-b)}{b^2}\right],$$

which is (1). At $g\to1$, $-\ln x=b+b^2/2+\dots$ gives $d=1/4$, the uncorrelated value. For small $g$,

$$d\simeq g^2\left[\ln(1/g)-\tfrac12\right]. \tag{4}$$

The logarithm comes from the terms with small $c/L$. It needs a spacing much smaller than $x$, that is, $Lg^2\gg1$.

### (b) Sampling

A Metropolis walk draws configurations with probability proportional to $|\Delta(X)|^2|\Delta(Y)|^2g^{2D}$. Moving an electron from site $i$ to $j$ multiplies the weight by

$$g^{2(D'-D)}\prod_{m}\frac{|z_j-z_m|^2}{|z_i-z_m|^2},$$

where $m$ runs over the other electrons of the same spin. The move is accepted with this probability, or with certainty if it exceeds one. A second kind of move exchanges the full contents of two sites. It leaves $D$ unchanged and keeps the walk mobile at small $g$, where single hops out of $D=0$ are rarely accepted.

The example has $L=42$ and 256 walkers. Errors are standard errors from the spread of the walker means.

| $g$ | sampled $d$ | eq. (3) | eq. (1) |
|---|---|---|---|
| 0.08 | 0.01168 ± 0.00026 | 0.01127 | 0.01315 |
| 0.30 | 0.08064 ± 0.00030 | 0.08090 | 0.08140 |
| 0.60 | 0.16717 ± 0.00031 | 0.16760 | 0.16772 |
| 0.90 | 0.23250 ± 0.00027 | 0.23245 | 0.23247 |

The samples lie within two standard errors of (3). At $g=0.08$ they are well below the infinite-chain value, as expected: $Lg^2=42\times0.0064\approx0.27$ is not large, so the finite chain cuts off the logarithm. Sampling thus confirms (3) at this size, and (1) follows from it by the integral.

### (c) No transition at finite $U$

**Hopping energy.** Split $T$ into $T_0$, which conserves $D$, and a rest that changes $D$ by $\pm1$. Let $|F_D\rangle$ be the part of $|F\rangle$ with $D$ double occupancies, and set

$$S=\sum_Dg^{2D}\,\mathrm{Re}\langle F_D|T|F_{D+1}\rangle .$$

In $\langle F|g^DTg^D|F\rangle$ each such matrix element occurs twice, once per direction, with weight $g^{2D+1}$. In the real part of $\langle F|g^{2D}T|F\rangle$ the two directions have weights $g^{2D}$ and $g^{2D+2}$. The $T_0$ part is the same in both. Since $T|F\rangle=E_0|F\rangle$, division by $Z$ gives

$$\langle T\rangle=\langle T_0\rangle+\frac{2gS}{Z},\qquad E_0=\langle T_0\rangle+\frac{(1+g^2)S}{Z}.$$

Eliminating $S$,

$$\langle T\rangle=\frac{2g}{1+g^2}E_0+\frac{(1-g)^2}{1+g^2}\langle T_0\rangle. \tag{5}$$

**Bound on $T_0$.** A hop that conserves $D$ exchanges a singly occupied site with an empty or doubly occupied neighbour. On each bond it connects such states in pairs with an amplitude of modulus $t$. Its mean is therefore at most $t$ times the probability that exactly one of the two sites is empty or doubly occupied. At half filling there are as many empty as doubly occupied sites, so a site is one or the other with probability $2d$. A bond thus contributes at most $4td$. There is one bond per site:

$$|\langle T_0\rangle|/L\le4td.$$

**Energy.** In the infinite chain the two spins give $e_0=E_0/L=-(2t/\pi)\int_{-\pi/2}^{\pi/2}\cos k\,dk=-4t/\pi$. The energy per site $e(g)$ lies between the two values

$$\frac{2g\,e_0}{1+g^2}+\left[U\pm\frac{4t(1-g)^2}{1+g^2}\right]d(g). \tag{6}$$

By (4), $d/g\to0$ as $g\to0$. The upper bound divided by $g$ therefore tends to $2e_0<0$, whatever the finite value of $U$. Some $g>0$ has negative energy, whereas both bounds tend to zero as $g\to0$. The lowest energy is thus reached away from $g=0$, with $d>0$, and there is no Brinkman-Rice transition in this family.

In physical terms, the hopping gain comes from amplitudes that create or remove one double occupancy, and is linear in $g$. The repulsion cost comes from a probability of order $g^2$, enhanced by a logarithm.

**Numbers at $U=12t$.** The upper bound is lowest at $g=0.03407$, where (1) gives $d=0.00335$:

$$\frac e t\le-0.0867+(12+3.73)\times0.00335\approx-0.034.$$

The lower bound in (6) never falls below about $-0.090t$. Values of $g$ whose lower bound exceeds $-0.034t$ cannot be optimal. The remaining ones, found on a fine grid, have $d>9.7\times10^{-4}$. This is a lower limit on the optimal $d$, not an estimate of it.

The samples at $g=0.08$ show the energy itself. With $E_0/L=-1.2744t$ and the sampled $\langle T_0\rangle/L=-0.0358t$, which has a statistical error of about $0.001t$, (5) gives

$$\frac{\langle T\rangle}{Lt}=0.1590\times(-1.2744)+0.8410\times(-0.0358)\approx-0.233.$$

Direct sampling of $T$ gives $-0.236\pm0.003$. Adding $12\times0.01168=0.140$ leaves $-0.093\pm0.002$ per site, which is negative by many standard errors. It lies slightly below the infinite-chain bracket. There is no conflict, because the 42-site chain has a smaller $d$ at this $g$.

## Variations

**1. Where does the transition of the Gutzwiller approximation come from?**

Drop the Fermi-sea correlations and give every configuration the weight $g^{2D}$. There are $L!/[D!^2(N-D)!^2]$ configurations with $D$ double occupancies. At the maximum, the ratio of successive weights, $g^2(N-D)^2/(D+1)^2$, is one. For a large system $d/(\tfrac12-d)=g$, so

$$d=\frac{g}{2(1+g)}.$$

For small $g$ this is linear in $g$. At $g=0.08$ it gives 0.037, about three times the sampled value.

For the hopping, treat sites as independent, with probability $d$ for empty, $d$ for double and $s=\tfrac12-d$ for each single occupancy. Adding an electron turns empty into single or single into double, with total amplitude $2\sqrt{sd}$ per site. This is $\tfrac12$ at $d=\tfrac14$. Relative to this uncorrelated value, each end of a hop contributes a factor $4\sqrt{sd}$. The hopping energy is thus $e_0$ times $(4\sqrt{sd})^2=8d(1-2d)$, and

$$e=8d(1-2d)e_0+Ud,\qquad \frac{de}{dd}=8e_0(1-4d)+U=0\;\Rightarrow\; d=\frac14\left(1-\frac{U}{8|e_0|}\right).$$

This vanishes at $U=8|e_0|=10.19t$. For $U=9t$ it gives $d=0.029$; at $12t$ the minimum sits at $d=0$. Gain and cost are both linear in $g$ here, so a finite $U$ can balance them. The law (4) removes that balance.

**2. How does the minimum energy behave at large $U$?**

The optimal $g$ is then small. The $T_0$ term is at most of relative size $4t/U$ compared with $Ud$ and can be dropped. From (4) and (6),

$$e\simeq-2|e_0|g+Ug^2\left[\ln(1/g)-\tfrac12\right].$$

Setting the derivative to zero gives $Ug\Lambda=|e_0|$ with $\Lambda=\ln(1/g)-1$. Inserting this, with $\ln(1/g)-\tfrac12=\Lambda+\tfrac12$,

$$e_{\min}\simeq-2|e_0|g+|e_0|g+\tfrac12Ug^2=-\frac{e_0^2}{U\Lambda}\left(1-\frac1{2\Lambda}\right).$$

Since $\Lambda=\ln(U/|e_0|)+\ln\Lambda-1$, the leading law is

$$e_{\min}\to-\frac{e_0^2}{U\ln(U/|e_0|)}.$$

It is approached slowly. At $U=10^4t$ one finds $\Lambda\approx10.3$, and the minimum is 0.83 of the leading law, in agreement with the numerical bounds. At $U=10^{100}t$, a value that serves to test the limit and has no physical meaning, the ratio is 0.98. The energy gain shrinks with $U$ but does not vanish at any finite $U$.

## Table of computed values

```
L=6 Fermi sea, P(D=0..3): 0.06944 0.43056 0.43056 0.06944
L=10, g=0.3: T/L = -0.796854 t, identity -0.796854 t
L=10, g=0.3: T0/L = -0.187581 t, 4td = 0.300271 t
sampling: L=42, walkers=256, burn-in=60, sweeps=120
e0: L=42 -1.274428 t, infinite chain -1.273240 t
g: sampled d +- error | d finite L | d infinite | d approximation
0.08: 0.01168 +- 0.00026 | 0.01127 | 0.01315 | 0.03704
0.30: 0.08064 +- 0.00030 | 0.08090 | 0.08140 | 0.11538
0.60: 0.16717 +- 0.00031 | 0.16760 | 0.16772 | 0.18750
0.90: 0.23250 +- 0.00027 | 0.23245 | 0.23247 | 0.23684
g=0.08: T/L = -0.2363 +- 0.0026 t, identity -0.2328 t, T0/L -0.0358 t
g=0.08, U=12 t: sampled energy per site -0.0926 +- 0.0024 t
g=0.30: T/L = -0.7937 +- 0.0017 t, identity -0.7950 t, T0/L -0.2079 t
g=0.60: T/L = -1.1636 +- 0.0008 t, identity -1.1642 t, T0/L -0.3372 t
g=0.90: T/L = -1.2695 +- 0.0002 t, identity -1.2695 t, T0/L -0.3770 t
Gutzwiller approximation, U=6 t: best d = 0.10274
Gutzwiller approximation, U=9 t: best d = 0.02911
Gutzwiller approximation, U=12 t: best d = 0.00000
approximate critical U = 8|e0| = 10.1859 t
infinite chain, energies per site in t:
U/t: lowest energy between | g of upper bound | best d at least
12: -0.090270 and -0.033959 | 0.03407 | 9.788e-04
20: -0.032337 and -0.018625 | 0.01756 | 3.988e-04
50: -0.007754 and -0.006333 | 0.00565 | 7.433e-05
200: -0.001304 and -0.001244 | 0.00107 | 4.957e-06
large U: bounds on E_min divided by -e0^2/(U ln(U/|e0|))
U/t = 1e+04: 0.8280 to 0.8288
U/t = 1e+08: 0.8784 to 0.8784
U/t = 1e+30: 0.9479 to 0.9479
U/t = 1e+100: 0.9789 to 0.9789
```
